# Split and Single-Exponential AFQMC Steps: Time-Step Errors in Helium: test program

```python
"""
Result under test: for H = K + (1/2) sum_g L_g^2 (K, L_g one-body, Hermitian),
unit Gaussian fields x_g and time step t, the field averages of
  split  S = exp(-tK/2) exp(i sqrt(t) x.L) exp(-tK/2)
  single U = exp(-tK + i sqrt(t) x.L)
differ by t^2 D + O(t^3), with D = (1/12) sum_g [L_g,[L_g,K]].
Energy slopes in t follow from C, where average = exp(-tH) + t^2 C + O(t^3).
System: helium atom, 6-31G basis, singlet two-electron space, atomic units.
Averages use Gauss-Hermite quadrature, so there is no sampling noise.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants
from pyscf import gto, scf, fci, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
one = np.eye(2)


def comm(a, b):
    return a @ b - b @ a


def exp_2x2(m):
    """Exponential of a stack of 2x2 matrices from their trace and determinant."""
    half_trace = (m[:, 0, 0] + m[:, 1, 1]) / 2
    n = m - half_trace[:, None, None] * one
    s = np.sqrt(n[:, 0, 0] ** 2 + n[:, 0, 1] * n[:, 1, 0] + 0j)
    small = np.abs(s) < 1e-5
    safe = np.where(small, 1.0, s)
    ratio = np.where(small, 1 + s**2 / 6, np.sinh(safe) / safe)
    return np.exp(half_trace)[:, None, None] * (
        np.cosh(s)[:, None, None] * one + ratio[:, None, None] * n)


# Helium integrals in the Hartree-Fock orbital basis
mol = gto.M(atom="He 0 0 0", basis="6-31g", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-13
mf.kernel()
orb = mf.mo_coeff
h = orb.T @ mf.get_hcore() @ orb
eri = ao2mo.restore(1, ao2mo.kernel(mol, orb), 2)
val, vec = np.linalg.eigh(eri.reshape(4, 4))
order = [i for i in np.argsort(-val) if val[i] > 1e-10]
fields = np.array([np.sqrt(val[i]) * vec[:, i].reshape(2, 2) for i in order])
fields = np.array([f * (1 if f[0, 0] >= 0 else -1) for f in fields])
assert len(fields) == 3
assert np.allclose(np.einsum("gij,gkl->ijkl", fields, fields), eri, atol=1e-10)
k = h - 0.5 * np.einsum("gij,gjk->ik", fields, fields)

# Singlet two-electron space: 00, (01+10)/sqrt2, 11
r = np.sqrt(0.5)
W = np.array([[1, 0, 0], [0, r, 0], [0, r, 0], [0, 0, 1.0]])


def lift(o):
    return W.T @ (np.kron(o, one) + np.kron(one, o)) @ W


K = lift(k)
L = [lift(f) for f in fields]
H = K + 0.5 * sum(a @ a for a in L)
trial = np.array([1.0, 0, 0])
E0 = np.linalg.eigvalsh(H)[0]
E_ci = fci.FCI(mf).kernel()[0]
assert abs(E0 - E_ci) < 1e-8
assert abs(trial @ H @ trial - mf.e_tot) < 1e-8
mean = np.array([trial @ a @ trial for a in L])


def average(kmat, fl, t, mode, shift=None, bias=None, nodes=14):
    """Field average of one step; shift = mean-field values, bias = force bias."""
    ng = len(fl)
    shift = np.zeros(ng) if shift is None else shift
    bias = np.zeros(ng) if bias is None else bias
    pts, wts = np.polynomial.hermite_e.hermegauss(nodes)
    wts = wts / wts.sum()
    x = np.stack(np.meshgrid(*[pts] * ng, indexing="ij"), -1).reshape(-1, ng)
    w = np.stack(np.meshgrid(*[wts] * ng, indexing="ij"), -1)
    w = w.reshape(-1, ng).prod(axis=1)
    w = w * np.exp(x @ bias - bias @ bias / 2)
    y = x - bias
    w = w * np.exp(-1j * np.sqrt(t) * (y @ shift) + t * shift @ shift / 2)
    ks = kmat + np.einsum("g,gij->ij", shift, fl)
    field_part = 1j * np.sqrt(t) * np.einsum("ng,gij->nij", y, fl)
    if mode == "single":
        b = exp_2x2(field_part - t * ks)
    else:
        half = expm(-t * ks / 2)
        b = half @ exp_2x2(field_part) @ half
    pair = np.einsum("n,nij,nkl->ikjl", w, b, b, optimize=True).reshape(4, 4)
    out = W.T @ pair @ W
    assert np.abs(out.imag).max() < 1e-10
    return out.real


def energies(p, t, ham):
    """Growth and mixed energies of the dominant state of an averaged step."""
    lam, v = np.linalg.eigh((p + p.T) / 2)
    top = v[:, -1]
    return np.array([-np.log(lam[-1]) / t, (trial @ ham @ top) / (trial @ top)])


def limit(func, t=0.004):
    """Quadratic extrapolation to zero step from t, t/2, t/4."""
    return func(t) / 3 - 2 * func(t / 2) + 8 * func(t / 4) / 3


def c_split(ops):
    total = 0
    for a in ops:
        for b in ops:
            total = total + comm(a, b) @ comm(a, b) / 2 - comm(a, comm(a, b @ b))
    return total / 24


def d_operator(one_body, ops):
    return sum(comm(a, comm(a, one_body)) for a in ops) / 12


def predicted_slopes(c, ham):
    g = np.linalg.eigh(ham)[1][:, 0]
    expect = g @ c @ g
    return np.array([-expect, (trial @ c @ g) / (trial @ g) - expect])


# Fixed field: the leading difference is t^2, the remainder t^(5/2)
xfix = np.array([0.7, -1.1, 0.4])
X = 1j * np.einsum("g,gij->ij", xfix, fields)
lead = -comm(X, comm(X, k)) / 12
diffs, rests = [], []
for t in (1e-3, 1e-4):
    half = expm(-t * k / 2)
    field_exp = exp_2x2((np.sqrt(t) * X)[None])[0]
    assert np.allclose(field_exp, expm(np.sqrt(t) * X), atol=1e-13)
    d = half @ field_exp @ half - expm(-t * k + np.sqrt(t) * X)
    diffs.append(np.linalg.norm(d))
    rests.append(np.linalg.norm(d - t**2 * lead))
power_diff = np.log10(diffs[0] / diffs[1])
power_rest = np.log10(rests[0] / rests[1])
assert abs(power_diff - 2) < 0.15 and abs(power_rest - 2.5) < 0.15

# Averaged difference and its one-body character
D = d_operator(K, L)
d_orb = d_operator(k, fields)
assert np.allclose(D, lift(d_orb), atol=1e-11)
D_measured = limit(lambda t: (average(k, fields, t, "split")
                              - average(k, fields, t, "single")) / t**2)
err_D = np.abs(D_measured - D).max()
assert err_D < 5e-6

# Three propagators: second-order operators and energy slopes
L_sub = [a - m * np.eye(3) for a, m in zip(L, mean)]
K_sub = K + sum(m * a for m, a in zip(mean, L))
C_plain, C_sub = c_split(L), c_split(L_sub)
D_sub = d_operator(K_sub, L_sub)
gain = sum(m * comm(a, comm(a, b)) for m, b in zip(mean, L) for a in L) / 12
assert np.allclose(C_sub - C_plain, gain, atol=1e-11)
assert np.allclose(D_sub - D, gain, atol=1e-11)
cases = {
    "split, plain": ("split", None, C_plain),
    "split, subtracted": ("split", mean, C_sub),
    "single": ("single", None, C_plain - D),
}
measured, predicted = {}, {}
for name, (mode, shift, c) in cases.items():
    c_num = limit(lambda t: (average(k, fields, t, mode, shift)
                             - expm(-t * H)) / t**2)
    assert np.abs(c_num - c).max() < 5e-6
    measured[name] = limit(lambda t: (energies(
        average(k, fields, t, mode, shift), t, H) - E0) / t)
    predicted[name] = predicted_slopes(c, H)
    assert np.abs(measured[name] - predicted[name]).max() < 5e-6

# Exact invariances at a large step
t_big = 0.1
ref = {m: average(k, fields, t_big, m) for m in ("split", "single")}
inv_single = np.abs(average(k, fields, t_big, "single", mean) - ref["single"]).max()
change_split = np.abs(average(k, fields, t_big, "split", mean) - ref["split"]).max()
assert inv_single < 1e-10 and change_split > 1e-7
force = -1j * np.sqrt(t_big) * mean
rot = np.linalg.qr(np.random.default_rng(1).normal(size=(3, 3)))[0]
rotated = np.einsum("gh,hij->gij", rot, fields)
for m in ref:
    assert np.allclose(average(k, fields, t_big, m, bias=force), ref[m], atol=1e-10)
    assert np.allclose(average(k, rotated, t_big, m), ref[m], atol=1e-10)

# One field only: the split form loses its linear error, the single one keeps it
H1 = K + 0.5 * L[0] @ L[0]
E1 = np.linalg.eigvalsh(H1)[0]
one_field = {m: limit(lambda t: (energies(average(k, fields[:1], t, m), t, H1)
                                 - E1) / t) for m in ("split", "single")}
pred_one = predicted_slopes(-d_operator(K, L[:1]), H1)
assert np.abs(one_field["split"]).max() < 5e-6
assert np.abs(one_field["single"] - pred_one).max() < 5e-6

ground = np.linalg.eigh(H)[1][:, 0]
D_expect = ground @ D @ ground
gap = measured["split, plain"][0] - measured["single"][0]
assert abs(gap + D_expect) < 1e-5


def show(label, m):
    print(f"{label}: 00 {m[0, 0]:.6f}, 01 {m[0, 1]:.6f}, 11 {m[1, 1]:.6f}")


print("Helium, 6-31G, Hartree-Fock orbitals 0 and 1")
print(f"Hartree-Fock energy: {mf.e_tot:.6f} Ha")
print(f"full-CI energy in this basis: {E0:.6f} Ha")
show("core Hamiltonian h (Ha)", h)
show("one-body matrix k (Ha)", k)
for g, f in enumerate(fields):
    show(f"field matrix l_{g + 1} (Ha^0.5)", f)
print("trial means m_g (Ha^0.5):", " ".join(f"{m:.6f}" for m in mean))
print(f"fixed-field difference, power of t: {power_diff:.3f}")
print(f"fixed-field remainder, power of t: {power_rest:.3f}")
show("orbital matrix of D (Ha^2)", d_orb)
print(f"largest error, measured D against formula: {err_D:.1e} Ha^2")
print(f"ground-state expectation of D: {D_expect:.6f} Ha^2")
print("Slopes dE/dt at t=0 (Ha^2): measured | predicted")
for name in cases:
    for i, est in enumerate(("growth", "mixed")):
        print(f"  {name}, {est}: {measured[name][i]:.6f} | {predicted[name][i]:.6f}")
print(f"growth slope, plain split minus single: {gap:.6f} Ha^2")
print("One-field Hamiltonian, growth slopes (Ha^2):")
print(f"  split {one_field['split'][0]:.6f}, single {one_field['single'][0]:.6f}")
print(f"  single, predicted {pred_one[0]:.6f}")
print("Energy errors against full CI (mHa): growth, mixed")
for t in (0.01, 0.05, 0.1):
    for name, (mode, shift, c) in cases.items():
        e = 1000 * (energies(average(k, fields, t, mode, shift), t, H) - E0)
        print(f"  t={t:.2f} Ha^-1, {name}: {e[0]:.4f}, {e[1]:.4f}")
t_ex = 0.01
e_s = energies(average(k, fields, t_ex, "split"), t_ex, H)[0]
e_u = energies(average(k, fields, t_ex, "single"), t_ex, H)[0]
print(f"growth gap, plain split minus single, t={t_ex} Ha^-1: "
      f"{1000 * (e_s - e_u):.4f} mHa = {1000 * HARTREE_EV * (e_s - e_u):.3f} meV")
print(f"t=0.1 Ha^-1, subtraction changes single step by {inv_single:.1e}")
print(f"t=0.1 Ha^-1, subtraction changes split step by {change_split:.1e}")
print("checks complete")
```

Output:

```
Helium, 6-31G, Hartree-Fock orbitals 0 and 1
Hartree-Fock energy: -2.855160 Ha
full-CI energy in this basis: -2.870162 Ha
core Hamiltonian h (Ha): 00 -1.941034, 01 0.316490, 11 -0.088737
one-body matrix k (Ha): 00 -2.568323, 01 0.602512, 11 -0.585754
field matrix l_1 (Ha^0.5): 00 1.001753, 01 -0.350993, 11 0.855217
field matrix l_2 (Ha^0.5): 00 0.105712, 01 0.323109, 11 0.141391
field matrix l_3 (Ha^0.5): 00 0.110561, 01 0.008689, 11 -0.122373
trial means m_g (Ha^0.5): 2.003505 0.211425 0.221121
fixed-field difference, power of t: 2.001
fixed-field remainder, power of t: 2.502
orbital matrix of D (Ha^2): 00 -0.069110, 01 -0.006201, 11 0.069110
largest error, measured D against formula: 2.6e-09 Ha^2
ground-state expectation of D: -0.137071 Ha^2
Slopes dE/dt at t=0 (Ha^2): measured | predicted
  split, plain, growth: 0.010763 | 0.010763
  split, plain, mixed: -0.000455 | -0.000455
  split, subtracted, growth: -0.001867 | -0.001867
  split, subtracted, mixed: -0.000336 | -0.000336
  single, growth: -0.126307 | -0.126307
  single, mixed: 0.000719 | 0.000719
growth slope, plain split minus single: 0.137071 Ha^2
One-field Hamiltonian, growth slopes (Ha^2):
  split 0.000000, single -0.071829
  single, predicted -0.071829
Energy errors against full CI (mHa): growth, mixed
  t=0.01 Ha^-1, split, plain: 0.0961, -0.0038
  t=0.01 Ha^-1, split, subtracted: -0.0200, -0.0026
  t=0.01 Ha^-1, single: -1.2576, 0.0076
  t=0.05 Ha^-1, split, plain: 0.2500, -0.0034
  t=0.05 Ha^-1, split, subtracted: -0.1263, 0.0021
  t=0.05 Ha^-1, single: -6.1801, 0.0450
  t=0.10 Ha^-1, split, plain: -0.0760, 0.0318
  t=0.10 Ha^-1, split, subtracted: -0.3187, 0.0419
  t=0.10 Ha^-1, single: -12.0991, 0.1081
growth gap, plain split minus single, t=0.01 Ha^-1: 1.3537 mHa = 36.836 meV
t=0.1 Ha^-1, subtraction changes single step by 4.4e-16
t=0.1 Ha^-1, subtraction changes split step by 1.7e-04
checks complete
```
